# Euler-Angle Extraction Near the Poles and the Stable Evaluation of D

A rotation matrix $R$ with Euler angles $\alpha=0.7$, $\beta=10^{-8}$, $\gamma=0.4$ (radians, as all angles below) is stored to eight decimals. Its upper left block is then

$$
\begin{pmatrix}0.45359612&-0.89120736\\0.89120736&0.45359612\end{pmatrix},
$$

which plainly records a turn by about $1.1$ around the $z$ axis. The formulas that read $\alpha$ from the third column and $\gamma$ from the third row return $\alpha=0.7854$ and $\gamma=0$. Their sum misses $1.1$ by $0.31$. If these angles are used to rotate a state with $j=2$, the matrix $D^2$ is wrong by $0.62$ in spectral norm, although a unitary matrix has norm one and the stored entries are wrong by at most $5\times10^{-9}$.

Two faults are mixed here. One belongs to the angles: near $\beta=0$ the difference $\alpha-\gamma$ is almost undefined, and from data rounded to a step $h$ it carries an error of order $h/\beta$, so that no method can read it once $\beta$ is as small as $h$. The other belongs to the extraction: it also spoils $\alpha+\gamma$, which the data contain to eight decimals. The first fault does no harm to $D$; the second does. A single rotation whose $\beta$ can be moved from the middle of its range to either end is enough to separate them.

## The model and its two descriptions

Rotations are active, $\hbar=1$, and the angles follow the z-y-z convention:

$$
R=R_z(\alpha)R_y(\beta)R_z(\gamma),\qquad
D^j=e^{-i\alpha J_z}e^{-i\beta J_y}e^{-i\gamma J_z},\qquad 0\le\beta\le\pi .
$$

The third column of $R$ is $R_z(\alpha)$ acting on $(\sin\beta,0,\cos\beta)^T$. The third row is $(-\sin\beta,0,\cos\beta)$ multiplied from the right by $R_z(\gamma)$. Hence

$$
\begin{aligned}
(R_{13},R_{23},R_{33})&=(\sin\beta\cos\alpha,\ \sin\beta\sin\alpha,\ \cos\beta),\\
(R_{31},R_{32},R_{33})&=(-\sin\beta\cos\gamma,\ \sin\beta\sin\gamma,\ \cos\beta).
\end{aligned}
$$

Separate extraction uses the two-argument arctangent: $\alpha$ is the polar angle of the point $(R_{13},R_{23})$ and $\gamma$ that of $(-R_{31},R_{32})$. Both points lie at distance $\sin\beta$ from the origin, so near the poles both angles are read from very short vectors.

The second description uses the spin-$\tfrac12$ matrix. Since $\sigma_y^2=1$,

$$
e^{-i\beta\sigma_y/2}=\cos\tfrac\beta2-i\sigma_y\sin\tfrac\beta2
=\begin{pmatrix}\cos\frac\beta2&-\sin\frac\beta2\\ \sin\frac\beta2&\cos\frac\beta2\end{pmatrix}.
$$

The factor $e^{-i\alpha\sigma_z/2}$ on the left multiplies the rows by $e^{\mp i\alpha/2}$, and the factor with $\gamma$ on the right multiplies the columns by $e^{\mp i\gamma/2}$. The product is

$$
U=\begin{pmatrix}a&b\\-b^*&a^*\end{pmatrix},\qquad
a=\cos\tfrac\beta2\,e^{-i(\alpha+\gamma)/2},\quad
b=-\sin\tfrac\beta2\,e^{-i(\alpha-\gamma)/2}.
$$

These are the Cayley-Klein parameters. The phase of $a$ is $-(\alpha+\gamma)/2$ and the phase of $-b$ is $-(\alpha-\gamma)/2$, so $a$ carries the sum of the angles and $b$ their difference. At $\beta=0$, $b$ vanishes and its phase has no meaning; at $\beta=\pi$ the same happens to $a$. The rotation matrix agrees: at $\beta=0$ it is $R_z(\alpha+\gamma)$. At $\beta=\pi$, $R_y(\pi)$ reverses the $z$ axis, so $R_y(\pi)R_z(\gamma)=R_z(-\gamma)R_y(\pi)$ and $R=R_z(\alpha-\gamma)R_y(\pi)$. The numbers $a$ and $b$ themselves pass through both poles smoothly.

## The Jacobian

Let the angles change at rates $\dot\alpha,\dot\beta,\dot\gamma$. The angular velocity $\omega$ is defined by $\dot R=[\omega]_\times R$, where $[\omega]_\times v=\omega\times v$. Differentiating the three factors of $R$ in turn gives a rotation about $z$, one about the $y$ axis already turned by $\alpha$, and one about the $z$ axis already turned by $\alpha$ and $\beta$:

$$
\omega=\dot\alpha\,\hat z+\dot\beta\,y'+\dot\gamma\,n,
$$
$$
y'=(-\sin\alpha,\cos\alpha,0),\qquad n=(\sin\beta\cos\alpha,\sin\beta\sin\alpha,\cos\beta).
$$

The determinant of the map from rates to $\omega$ is $\hat z\cdot(y'\times n)$, that is

$$
y'_xn_y-y'_yn_x=-\sin\beta\sin^2\alpha-\sin\beta\cos^2\alpha=-\sin\beta .
$$

It vanishes at both poles, where $n=\pm\hat z$ and two of the three axes fall on one line. There the angle rates cannot produce a rotation about the horizontal axis perpendicular to $y'$.

The singular values show which combination suffers. All three axes are unit vectors, $y'$ is perpendicular to the other two, and $\hat z\cdot n=\cos\beta$. Therefore

$$
|\omega|^2=\dot\beta^2+\dot\alpha^2+\dot\gamma^2+2\dot\alpha\dot\gamma\cos\beta .
$$

The quadratic form in $(\dot\alpha,\dot\gamma)$ has eigenvectors $(1,\pm1)/\sqrt2$ with eigenvalues $1\pm\cos\beta$, equal to $2\cos^2\frac\beta2$ and $2\sin^2\frac\beta2$. The singular values are thus $\sqrt2\cos\frac\beta2$ for the sum direction, $\sqrt2\sin\frac\beta2$ for the difference direction, and $1$ for $\beta$. At $\beta=0.01$ they are $1.414$, $0.00707$ and $1$. A small rotation along the weak direction then needs a change of the angle triple $1/0.00707\approx141$ times as large as itself.

## A true small rotation moves one combination

Suppose first that the disturbed matrix is still a rotation, $R'=e^{[\omega]_\times}R$, with $|\omega|\ll\sin\beta$ so that first order suffices. Here $\omega$ is a small rotation vector, and the rates above become changes $\delta\alpha,\delta\beta,\delta\gamma$. Let $\omega_\rho=\omega_x\cos\alpha+\omega_y\sin\alpha$. Projecting $\omega$ on the direction $(\cos\alpha,\sin\alpha,0)$ and on $\hat z$ gives

$$
\omega_\rho=\sin\beta\,\delta\gamma,\qquad \omega_z=\delta\alpha+\cos\beta\,\delta\gamma ,
$$

so that $\delta\gamma=\omega_\rho/\sin\beta$ and $\delta\alpha=\omega_z-\omega_\rho\cos\beta/\sin\beta$. Adding and subtracting, with $(1-\cos\beta)/\sin\beta=\tan\frac\beta2$ and $(1+\cos\beta)/\sin\beta=\cot\frac\beta2$,

$$
\delta(\alpha+\gamma)=\omega_z+\tan\tfrac\beta2\,\omega_\rho,\qquad
\delta(\alpha-\gamma)=\omega_z-\cot\tfrac\beta2\,\omega_\rho .
$$

Near $\beta=0$ each angle has a large error of order $\omega_\rho/\beta$, but the two errors have opposite signs and cancel in the sum. Near $\beta=\pi$ the roles are exchanged. For a small rotation with $|\omega|=8.4\times10^{-8}$ applied at $\beta=0.02$, the sum changes by $5.0\times10^{-8}$ and the difference by $-2.6\times10^{-6}$. Applied at $\beta=\pi-0.02$, the same rotation changes the sum by $2.7\times10^{-6}$ and the difference by $5.0\times10^{-8}$.

This is the unavoidable part of the trouble. It is a property of the coordinates, like longitude near a pole of a globe, and it would be present with perfect arithmetic.

## Rounded entries break the cancellation

Rounding changes each entry on its own, and the result is in general not a rotation. For a point $(x,y)$ the polar angle changes by $(x\,\delta y-y\,\delta x)/(x^2+y^2)$. Inserting the two points used by the extraction, both with $x^2+y^2=\sin^2\beta$, gives

$$
\delta\alpha=\frac{\cos\alpha\,\delta R_{23}-\sin\alpha\,\delta R_{13}}{\sin\beta},\qquad
\delta\gamma=\frac{\cos\gamma\,\delta R_{32}+\sin\gamma\,\delta R_{31}}{\sin\beta}.
$$

The plus sign in the second formula comes from $x=-R_{31}$. Four different entries appear, and nothing now ties the error of $\alpha$ to that of $\gamma$. The sum inherits the factor $1/\sin\beta$.

The size follows from a simple noise model. Let the entries be rounded to multiples of $h$, with $h\ll\sin\beta$, and treat the rounding errors as independent and uniform on an interval of width $h$, hence of variance $h^2/12$. Since $\cos^2+\sin^2=1$, each angle has variance $h^2/(12\sin^2\beta)$, and the sum has twice that:

$$
\text{rms}\;\delta(\alpha+\gamma)=\frac{h}{\sqrt6\,\sin\beta}.
$$

For $h=10^{-8}$ and $\beta=10^{-3}$ this is $4.08\times10^{-6}$, and 4000 matrices with random $\alpha$ and $\gamma$ agreed with it within the sampling error of about one percent. The phase of $a$, obtained from the same rounded matrices as described below, had an rms error of only $2.4\times10^{-9}$ in $\alpha+\gamma$.

That the information is present can be seen in the upper left block. Multiplying out $R$ gives

$$
\begin{aligned}
R_{11}&=\cos\alpha\cos\beta\cos\gamma-\sin\alpha\sin\gamma, & R_{22}&=\cos\alpha\cos\gamma-\sin\alpha\cos\beta\sin\gamma,\\
R_{21}&=\sin\alpha\cos\beta\cos\gamma+\cos\alpha\sin\gamma, & R_{12}&=-\cos\alpha\cos\beta\sin\gamma-\sin\alpha\cos\gamma,
\end{aligned}
$$

and the addition theorems then yield

$$
\begin{aligned}
R_{11}+R_{22}&=(1+\cos\beta)\cos(\alpha+\gamma),\\
R_{21}-R_{12}&=(1+\cos\beta)\sin(\alpha+\gamma).
\end{aligned}
$$

Near $\beta=0$ these two numbers form a vector of length close to 2, from which the sum is read safely. Separate extraction never looks at them.

## Why D forgives one error and not the other

A small rotation $\omega$ changes $D^j$ by $dD=-i(\omega\cdot J)D$. The matrix $D$ is unitary, and $\omega\cdot J$ has eigenvalues $m|\omega|$ with $|m|\le j$, so $\|dD\|=j|\omega|$ in spectral norm. This contains no trace of $\beta$: as a function of the rotation, $D$ is equally smooth everywhere.

Now change only $\alpha-\gamma$ by a small $\epsilon$, so that $\delta\alpha=\epsilon/2$ and $\delta\gamma=-\epsilon/2$. Then $\omega=\frac\epsilon2(\hat z-n)$, and $|\hat z-n|=\sqrt{2-2\cos\beta}=2\sin\frac\beta2$. A change of the sum alone gives $\hat z+n$, of length $2\cos\frac\beta2$. Hence

$$
\|dD\|=j\sin\tfrac\beta2\,|\delta(\alpha-\gamma)|
\quad\text{or}\quad
\|dD\|=j\cos\tfrac\beta2\,|\delta(\alpha+\gamma)| .
$$

The unavoidable error $\cot\frac\beta2\,\omega_\rho$ of the difference is multiplied by $\sin\frac\beta2$, which leaves $\cos\frac\beta2\,\omega_\rho$, a harmless quantity. The avoidable error of the sum is multiplied by $\cos\frac\beta2\approx1$ near $\beta=0$ and reaches $D$ in full.

Errors of order one need a formula for finite distances. If $R'$ and $R$ differ by a rotation through $\theta$, then $D(R')D(R)^{-1}$ has eigenvalues $e^{-im\theta}$, and $|e^{-im\theta}-1|=2|\sin(m\theta/2)|$. For $j\theta\le\pi$ the largest value occurs at $m=j$:

$$
\|D(R')-D(R)\|=2\sin\frac{j\theta}2 .
$$

In the opening example the wrong sum acts as an extra turn $\theta=1.1-0.7854=0.3146$ about an axis that is practically $z$. With $j=2$ the error is $2\sin0.3146=0.62$, as found.

## From R to the Cayley-Klein parameters

For a rotation through $\theta$ about a unit vector $u$, let $q_0=\cos\frac\theta2$ and $\mathbf q=u\sin\frac\theta2$. Then $U=q_0-i\,\mathbf q\cdot\sigma$, and comparing the first row gives

$$
a=q_0-iq_3,\qquad b=-q_2-iq_1 .
$$

The rotation formula $R=\cos\theta\,1+(1-\cos\theta)uu^T+\sin\theta\,[u]_\times$ becomes, through the half-angle identities,

$$
R=(q_0^2-|\mathbf q|^2)\,1+2\mathbf q\mathbf q^T+2q_0[\mathbf q]_\times .
$$

With $q_0^2+|\mathbf q|^2=1$ its entries combine into products of two components:

$$
\begin{aligned}
1+\operatorname{tr}R&=4q_0^2, & R_{32}-R_{23}&=4q_0q_1,\\
1+R_{11}-R_{22}-R_{33}&=4q_1^2, & R_{12}+R_{21}&=4q_1q_2,
\end{aligned}
$$

and the others follow by cyclic exchange of 1, 2, 3. So the $4\times4$ matrix $4qq^T$ is known from sums and differences of entries of $R$. Its column number $k$ is $4q_kq$, of length $4|q_k|$. The four squares add to one, so the largest is at least $\frac14$, and the column with the largest diagonal entry has length at least 2. Normalizing that column gives $q$ without division by a small number.

The error can be bounded. Let $\|\delta R\|_F$ be the root of the sum of squared entry errors. In any column, the diagonal element contains three entries with signs, and its squared error is at most 3 times the sum of their squared errors. Each other element contains two entries, with a factor 2. No entry of $R$ is used twice in a column, so the column error is at most $\sqrt3\|\delta R\|_F$. Dividing by the length 2 bounds, to first order, the angle by which $q$ turns in four dimensions. The rotation angle is twice this, because $q\cdot q'=\cos\frac\theta2$. Therefore

$$
\theta\le\sqrt3\,\|\delta R\|_F,\qquad \|\Delta D^j\|\le\sqrt3\,j\,\|\delta R\|_F
$$

to first order, for every $\beta$. This is what "well conditioned" means here: the error grows with $j$, but not near the poles. In 900 rotations with $j=2$, many of them close to a pole, the largest ratio $\|\Delta D\|/(j\|\delta R\|_F)$ was $1.175$, below the bound $1.732$.

One thing is not contained in $R$: $q$ and $-q$ give the same matrix. The replacement multiplies $D^j$ by $(-1)^{2j}$. For integer $j$ this is harmless; for half-integer $j$ the sign must come from elsewhere, for instance from continuity along a path.

## From the parameters to D

The state $|jm\rangle$ can be represented by the monomial $x^{j+m}y^{j-m}/\sqrt{(j+m)!(j-m)!}$, where $x$ and $y$ stand for spin up and spin down. The lowering operator replaces one $x$ by $y$, $J_-=y\,\partial_x$. Acting on the monomial it gives $\sqrt{(j+m)(j-m+1)}$ times the next one, which is the standard matrix element. A rotation acts on each factor by the columns of $U$: $x\to ax-b^*y$ and $y\to bx+a^*y$. In the expansion of

$$
(ax-b^*y)^{j+m}(bx+a^*y)^{j-m},
$$

take $k$ factors $x$ from the first bracket and $j+m'-k$ from the second. Collecting the coefficient of $x^{j+m'}y^{j-m'}$ and restoring the normalization,

$$
\begin{aligned}
D^j_{m'm}={}&\sqrt{\frac{(j+m')!(j-m')!}{(j+m)!(j-m)!}}\sum_k\binom{j+m}{k}\binom{j-m}{j+m'-k}\\
&\times a^k(-b^*)^{j+m-k}\,b^{\,j+m'-k}(a^*)^{k-m-m'} ,
\end{aligned}
$$

where $k$ runs over all values with no negative exponent. No angle appears and nothing is divided by $\sin\beta$. At $\beta=0$ only terms without $b$ survive, and $D$ is diagonal with elements $a^{2m}=e^{-im(\alpha+\gamma)}$, where for negative $m$ the power is one of $a^*$.

## Reading the example

The table in the numerical output follows $\alpha=0.7$, $\gamma=0.4$, $j=2$ through eight values of $\beta$, always with $R$ rounded to eight decimals. It compares separate extraction, angles taken jointly from the phases of $a$ and $b$, and the polynomial above.

At $\beta=1$ nothing is wrong with separate extraction. Its error in $D$ is $1.1\times10^{-8}$, slightly less than the $1.5\times10^{-8}$ of the other two routes. At $\beta=10^{-2}$ the sum is off by $3.2\times10^{-7}$, and $D$ by $j$ times that, $6.4\times10^{-7}$. At $10^{-6}$ the error of $D$ is $1.7\times10^{-3}$. The Cayley-Klein routes stay at or below $1.5\times10^{-8}$ in every row.

The row $\beta=10^{-8}$ separates the two faults. The joint angles are $\alpha=1.0136$ and $\gamma=0.0864$, both far from the true values. Their difference is $0.9273$ instead of $0.3$, an error of $0.63$, larger than the $0.49$ of separate extraction. Their sum is $1.1000$, and $D$ built from them is correct to $10^{-8}$. The sensitivity formula explains this: at the true $\beta$ the wrong difference alone costs $2\times(0.5\times10^{-8})\times0.63\approx6\times10^{-9}$. The recovered $\beta$ is $1.31\times10^{-8}$, off by a fraction of the rounding step, and this alone costs about as much. The two are turns about different horizontal axes and do not simply add; together they give $9.5\times10^{-9}$ of the tabulated $9.6\times10^{-9}$. Joint extraction does not rescue the individual angles; it keeps the combination that matters.

At $\beta=0$ separate extraction meets two zero vectors. With the polar angle of a zero vector set to zero it returns $\alpha=\gamma=0$ and loses the whole turn of $1.1$; the error of $D$ is $2\sin1.1=1.8$. A special rule that acts only when $\sin\beta$ is exactly zero would mend this row but not the one before it, where the stored entries are small but not all zero. A rule with a threshold, which sets $\gamma=0$ and puts the whole turn into $\alpha$ whenever $\sin\beta$ is small, can mend both rows, but it is a compromise. Below the threshold it discards the difference of the angles, which costs an error of order $\beta$ in $D$; above it the error of order $h/\beta$ remains. The two balance near $\beta=\sqrt h=10^{-4}$, where each is of order $10^{-4}$, far above the rounding step.

At $\beta=\pi$ the sum is the empty quantity. Both extractions miss it by $1.1$, but the joint angles give $D$ to $6\times10^{-9}$. Separate extraction also misses the difference, by $0.3$, and its error in $D$ is $2\sin0.3=0.59$.

## Two limits of the remedy

The middle angle has a weakness of its own if it is computed as $\arccos R_{33}$. Near zero $R_{33}\approx1-\beta^2/2$, and for $\beta=10^{-5}$ the deviation $5\times10^{-11}$ disappears in eight decimals: the arccosine returns zero. The polar angle of the point $(R_{33},\sqrt{R_{13}^2+R_{23}^2})$ gives $9.9998\times10^{-6}$, because $\sin\beta$ is linear in $\beta$.

The explicit sum for $D$ has a different limit. Its terms alternate in sign, and for large $j$ they can be far larger than their total. Replacing every term by its modulus amounts to replacing $U$ by the symmetric matrix with diagonal $|a|$ and off-diagonal $|b|$. This matrix has eigenvalues $|a|\pm|b|$, and its action on polynomials of degree $2j$ has products of $2j$ such factors as eigenvalues. That action is again symmetric in the normalized basis, so its norm is the largest of them:

$$
(|a|+|b|)^{2j}=(1+2|a||b|)^j=(1+\sin\beta)^j .
$$

Rounding errors can be amplified by about this factor. It is $1$ at the poles, where the Euler angles are at their worst, and $2^j$ at $\beta=\pi/2$, where they are at their best. For $j=30$ in double precision the error of $D$ is a few times $10^{-15}$ at $\beta=10^{-6}$, the level of ordinary rounding in a matrix of this size, and $5.5\times10^{-8}$ at $\pi/2$, where the factor is $1.07\times10^9$. The fault lies in the summation, not in $a$ and $b$. For large $j$ one can take the joint angles from $a$ and $b$ and apply $e^{-i\beta J_y}$ through the eigenvectors of $J_y$. Every factor is then unitary, and no large terms have to cancel.

## Table of computed values

```
Jacobian from angle rates to angular velocity (dimensionless)
 beta=0.01 rad: det=-0.010000, singular values 1.414196 1.000000 0.007071
 beta=0.30 rad: det=-0.295520, singular values 1.398333 1.000000 0.211337
 beta=2.50 rad: det=-0.598472, singular values 1.342067 1.000000 0.445933
True small rotation, |omega|=8.367e-08 rad
 beta=0.020000 rad: change of alpha+gamma 5.027e-08 rad, of alpha-gamma -2.606e-06 rad
 beta=3.121593 rad: change of alpha+gamma 2.706e-06 rad, of alpha-gamma 4.973e-08 rad
Rounding step h=1e-08; 4000 random matrices at beta=1e-03 rad
 rms error of alpha+gamma, separate extraction: 4.081e-06 rad
 value of h/(sqrt(6) sin beta):                 4.082e-06 rad
 rms error of alpha+gamma, Cayley-Klein:        2.380e-09 rad
Largest |dD|/(j |dR|) over 900 rotations, poles included: 1.175 (bound 1.732)
Example: alpha=0.7 rad, gamma=0.4 rad, j=2, 8 decimals
Stored R at beta=1e-8 rad (dimensionless):
    0.45359612  -0.89120736   0.00000001
    0.89120736   0.45359612   0.00000001
   -0.00000001   0.00000000   1.00000000
 separate extraction: alpha=0.7854, gamma=0.0000 rad
 Cayley-Klein phases: alpha=1.0136, gamma=0.0864 rad
Absolute errors; S = separate angles, J = joint angles from a and b,
C = direct Cayley-Klein; + is alpha+gamma, - is alpha-gamma (rad);
D columns are spectral norms of the error of D (dimensionless)
beta/rad        S+       S-       J+       J-      D(S)     D(J)     D(C)
1         2.5e-09  7.8e-09  6.0e-09  7.8e-09  1.1e-08  1.5e-08  1.5e-08
1e-2      3.2e-07  3.2e-07  1.1e-09  9.9e-08  6.4e-07  2.6e-09  2.6e-09
1e-4      1.8e-05  4.6e-05  8.1e-10  1.3e-06  3.7e-05  1.7e-09  1.7e-09
1e-6      8.4e-04  1.1e-03  8.1e-10  4.5e-03  1.7e-03  9.1e-09  9.1e-09
1e-8      3.1e-01  4.9e-01  8.1e-10  6.3e-01  6.2e-01  9.6e-09  9.6e-09
0         1.1e+00  3.0e-01  8.1e-10  3.0e-01  1.8e+00  1.6e-09  1.6e-09
pi-1e-8   3.1e-01  4.9e-01  1.7e-01  3.2e-09  9.3e-01  7.2e-09  7.2e-09
pi        1.1e+00  3.0e-01  1.1e+00  3.2e-09  5.9e-01  6.4e-09  6.4e-09
beta=1e-5 rad recovered by arccos: 0.000e+00 rad, by arctangent: 9.9998e-06 rad
Explicit sum for j=30 in double precision (dimensionless)
 beta=0.000001 rad: norm of absolute terms 1.0000e+00, error of D 4.6e-15
 beta=1.570796 rad: norm of absolute terms 1.0737e+09, error of D 5.5e-08
```
